# Herring scaling of longitudinal phonons: why it needs cubic anisotropy

**Q.** I am told that low-frequency phase space in an isotropic crystal gives longitudinal phonons a scattering rate proportional to $\omega^2T^3$. Where do the thermal phonons enter?

**A.** In a strictly isotropic elastic crystal they do not enter at that order, and the claim has to be corrected. Let the soft longitudinal (L) phonon have wave vector $\mathbf q$ and frequency $\omega_q=c_Lq$. It is absorbed by a phonon $\mathbf k$, which becomes $\mathbf k'=\mathbf k+\mathbf q$. If both are transverse, energy conservation requires

$$c_T|\mathbf k+\mathbf q|=c_Tk+c_Lq .$$

The left side is at most $c_Tk+c_Tq$, and $c_T<c_L$, so there is no solution. If a transverse phonon becomes longitudinal, set $r=c_T/c_L$, $\kappa=k/q$ and $\mu=\hat{\mathbf k}\cdot\hat{\mathbf q}$. Squaring the energy condition gives

$$(1+r\kappa)^2=1+2\kappa\mu+\kappa^2
\quad\Rightarrow\quad
\kappa=\frac{2(r-\mu)}{1-r^2}\le\frac{2}{1-r}.$$

The bound is reached at $\mu=-1$. A thermal phonon has $k\sim k_BT/\hbar c_T\gg q$, so it cannot take part. An L phonon cannot become transverse either, since $c_T|\mathbf k+\mathbf q|\le c_T(k+q)<c_L(k+q)$.

**Q.** What about collinear L phonons, and spontaneous decay?

**A.** Without dispersion, collinear L+L→L is marginal: it sits at the edge of the allowed region. I assume weak downward dispersion, so that $\omega_L(\mathbf k+\mathbf q)<\omega_L(\mathbf k)+\omega_L(\mathbf q)$, with a mismatch larger than the phonon linewidths. This bars the process and its reverse as exactly energy-conserving events. Finite linewidths still leave an off-resonant contribution, which is left out of everything below and is taken up in the last answer.

Decay into two transverse phonons, or into one L and one transverse phonon, is allowed. Each product then has less energy than $\hbar\omega_q$, so its wave number is again of order $q$.

**Q.** Then what is the isotropic power law? For that you need the matrix element.

**A.** Use material coordinates and write $u_{ij}=\partial u_i/\partial X_j$. The finite strain is $\eta_{ij}=\tfrac12(u_{ij}+u_{ji}+u_{ri}u_{rj})$, and the energy density is

$$\Phi=\tfrac12C_{ijrs}\eta_{ij}\eta_{rs}+\tfrac16C_{ijrsmn}\eta_{ij}\eta_{rs}\eta_{mn}.$$

The second-order constants also give a cubic term, because $\eta$ contains a quadratic part. The two equal cross terms yield $\tfrac12\delta_{ir}C_{jsmn}u_{ij}u_{rs}u_{mn}$. Symmetrized over the three gradients, the cubic energy is $\tfrac16A_{ijrsmn}u_{ij}u_{rs}u_{mn}$ with

$$A_{ijrsmn}=C_{ijrsmn}+\delta_{ir}C_{jsmn}+\delta_{im}C_{jnrs}+\delta_{rm}C_{ijsn}.$$

Each normal mode carries the amplitude $\sqrt{\hbar/(2\rho V\omega)}$, where $\rho$ is the density and $V$ the volume. Three distinct modes can be assigned to the three gradients in six ways, which cancels the factor $1/6$. Hence

$$|V_3|^2=\frac{\hbar^3|A|^2}{8\rho^3V\,\omega_q\omega\omega'},\qquad
A=A_{ijrsmn}\,e'_ik'_j\,e_rk_s\,\hat e_mq_n .$$

Here $\mathbf e$, $\mathbf e'$ and $\hat{\mathbf e}$ are the polarizations of $\mathbf k$, $\mathbf k'$ and the soft phonon, and phases have been dropped.

**Q.** Which rate do you compute? Absorption alone is not relaxation.

**A.** I take the decay rate $\Gamma$ of a small excess in the occupation $n_q$, with all other modes in equilibrium. Absorption minus its reverse has the statistical factor

$$n_qn(1+n')-(1+n_q)(1+n)n'=n_q(n-n')-n'(1+n).$$

The coefficient of $n_q$ is $n-n'$. The golden rule therefore gives, for each allowed pair of branches,

$$\Gamma=\frac{2\pi}{\hbar^2}\sum_{\mathbf k}|V_3|^2(n-n')\,\delta(\omega+\omega_q-\omega')$$

$$\phantom{\Gamma}=\frac{\pi\hbar}{4\rho^3}\int\!\frac{d^3k}{(2\pi)^3}\frac{|A|^2(n-n')}{\omega_q\omega\omega'}\,\delta(\omega+\omega_q-\omega').$$

For decay, $n-n'$ is replaced by $1+n+n'$, the delta function becomes $\delta(\omega+\omega'-\omega_q)$, and identical pairs are counted once.

Now measure all wave vectors in units of $q$. The volume element gives $q^3$, $|A|^2$ gives $q^6$, the three frequencies give $q^{-3}$, and the delta function gives $q^{-1}$. So

$$\Gamma=q^5F\!\left(\frac{\hbar\omega_q}{k_BT}\right).$$

In a dispersionless medium the local exponents of $\omega$ and $T$ therefore add to five. In the isotropic case the partners have $k\sim q$, so at $\hbar\omega_q\ll k_BT$ their occupations are classical, $n\simeq k_BT/\hbar\omega\propto T/q$. One power of $q$ is exchanged for one of $T$:

$$\Gamma_{\rm iso}\propto\omega^4T .$$

The numerical output confirms the exponents 4 and 1.

**Q.** So what must a crystal have for $\omega^2T^3$ to appear?

**A.** It needs two thermal branches whose frequencies differ by about $\omega_q$ at nearly the same wave vector. Cubic anisotropy supplies them: it splits the transverse modes into a slow and a fast sheet that still touch along symmetry axes. A thermal phonon near such an axis can absorb the soft phonon and move from the slow to the fast sheet.

**Q.** Could it not stay on one sheet, now that the group velocity is no longer parallel to $\mathbf k$?

**A.** Along the path from $\mathbf k$ to $\mathbf k+\mathbf q$, a transverse frequency changes by at most $q\max(\mathbf v\cdot\hat{\mathbf q})$. In the crystal treated below, the largest sampled value of $\mathbf v\cdot\hat{\mathbf q}/c_L$ is 0.71 for $\mathbf q$ along [100] and 0.55 along [111]. The change is smaller than $c_Lq$, so a transition within one sheet is barred. Going from fast to slow is harder still.

Transitions from transverse to L must bridge a speed gap, whose smallest sampled value is 0.29 of $c_L$ along [100]. A finite gap again limits $k$ to order $q$. Within the L sheet the frequency is a convex function of $\mathbf k$, so only collinear phonons are marginal, as in the isotropic case, and the downward dispersion assumed above bars them. At thermal $k$, slow to fast transverse is what remains.

**Q.** Show me how the sheets separate near a cube axis.

**A.** Take $\hat{\mathbf k}\simeq(\delta\cos\phi,\delta\sin\phi,1)$ with $\delta\ll1$, and define

$$D=C_{11}-C_{44},\qquad b=C_{12}+C_{44},\qquad h=b^2/D .$$

Let $G$ be the Christoffel matrix, whose eigenvalues are $\rho c^2$. To the order needed,

$$G_{xx}=C_{44}+D\delta^2\cos^2\phi,\quad G_{yy}=C_{44}+D\delta^2\sin^2\phi,$$

$$G_{xy}=b\delta^2\sin\phi\cos\phi,\quad G_{xz}=b\delta\cos\phi,\quad G_{yz}=b\delta\sin\phi .$$

The L state lies higher by $D$. Eliminating it to second order subtracts $G_{iz}G_{zj}/D$ from the transverse block. With $P=D-h$ and $Q=b-h$, the traceless part of that block is

$$\frac{\delta^2}{2}\begin{pmatrix}P\cos2\phi&Q\sin2\phi\\Q\sin2\phi&-P\cos2\phi\end{pmatrix}.$$

Its eigenvalues are $\pm S\delta^2/2$, where $S^2=P^2\cos^22\phi+Q^2\sin^22\phi$. Since $\rho(c_2^2-c_1^2)\simeq2\rho c_T\Delta c$, with $c_T^2=C_{44}/\rho$ on the axis,

$$\Delta c=B(\phi)\delta^2,\qquad B=\frac{S(\phi)}{2\rho c_T}.$$

In an isotropic medium $D=b$, so $P=Q=0$ and the splitting vanishes.

**Q.** How much phase space does this leave?

**A.** For $q\ll k$, write $\omega_2(\mathbf k+\mathbf q)\simeq\omega_2(\mathbf k)+\mathbf v\cdot\mathbf q$. Near the axis $\hat{\mathbf n}$, $\mathbf v\simeq c_T\hat{\mathbf n}$. Energy conservation becomes

$$kB\delta^2=qX,\qquad X=c_L-c_T\hat{\mathbf n}\cdot\hat{\mathbf q}>0 .$$

Thus $\delta\sim\sqrt{q/k}$. Adding $\mathbf q$ turns the thermal wave vector by an angle of order $q/k$, much less than $\delta$, so both sheets may be evaluated at the same direction. The integral over $\delta$ is

$$\int_0\delta\,d\delta\;\delta_{\rm D}(kB\delta^2-qX)=\frac1{2kB},$$

where $\delta_{\rm D}$ is the Dirac delta function. The mismatch $qX$ has dropped out: a larger mismatch moves the allowed ring outward without changing its weight.

**Q.** And the temperature and frequency powers?

**A.** Write $|A|\simeq qk^2|M|$, with $M$ depending on direction. For a thermal phonon, $n-n'\simeq\omega_q(-\partial n/\partial\omega)$, and this $\omega_q$ cancels the one in the denominator of $\Gamma$. With $\omega\simeq\omega'\simeq c_Tk$,

$$\Gamma=\frac{\pi\hbar q^2}{4(2\pi)^3\rho^3c_T^2}
\sum_{\rm axes}\int dk\,k^4\left(-\frac{\partial n}{\partial\omega}\right)\frac1{2k}\int_0^{2\pi}d\phi\,\frac{M^2}{B}.$$

The power $k^4$ is $k^2$ from the volume element, $k^4$ from the vertex and $k^{-2}$ from the frequencies. The remaining radial integral is

$$\int dk\,k^3\left(-\frac{\partial n}{\partial\omega}\right)
=\frac1{c_T^4}\left(\frac{k_BT}{\hbar}\right)^3\int_0^\infty y^3\left(-\frac{dn}{dy}\right)dy .$$

Integration by parts turns the last factor into $3\int_0^\infty y^2dy/(e^y-1)=6\zeta(3)$. Substituting $1/B=2\rho c_T/S$ and collecting factors gives

$$\Gamma=\frac{3\zeta(3)\hbar q^2}{16\pi^2\rho^2c_T^5}\left(\frac{k_BT}{\hbar}\right)^3J,\qquad
J=\sum_{\rm axes}\int_0^{2\pi}d\phi\,\frac{M^2}{S}.$$

Because $q=\omega_q/c_L$, this is $\omega^2T^3$. One power of $q$ comes from the squared vertex after division by $\omega_q$, and the other from the difference of occupations.

**Q.** Symmetry might make $M$ vanish. Have you checked?

**A.** The soft strain acts on the transverse pair through the matrix $W_{ir}=A_{izrzmn}\hat e_m\hat q_n$, with $i,r=x,y$. Let $w=\tfrac12(W_{xx}-W_{yy})$. The sheet polarizations are rotated by an angle $\psi$ with $\cos2\psi=P\cos2\phi/S$ and $\sin2\psi=Q\sin2\phi/S$. The off-diagonal element between them is $M=W_{xy}\cos2\psi-w\sin2\psi$. In $M^2$ the cross term is odd under $\phi\to-\phi$ and integrates to zero, leaving

$$J=\sum_{\rm axes}\int_0^{2\pi}d\phi\,
\frac{W_{xy}^2P^2\cos^22\phi+w^2Q^2\sin^22\phi}{S^3}.$$

Take $\mathbf q$ along [100] and a thermal phonon near $z$. Then

$$W_{xx}=C_{155}+C_{12}+2C_{44},\qquad W_{yy}=C_{144}+C_{12},\qquad W_{xy}=0,$$

so $w=\tfrac12(C_{155}-C_{144}+2C_{44})$. The four axes $\pm y,\pm z$ contribute equally. The axes $\pm x$ give nothing at this order, because the strain does not distinguish their two transverse directions.

For $\mathbf q$ along [111], each product $\hat e_m\hat q_n$ is $1/3$. Exchange of $x$ and $y$ gives $w=0$. The off-diagonal term receives $2C_{456}/3$ from the third-order constants and $C_{44}/3$ from each of two strain terms:

$$W_{xy}=\tfrac23(C_{456}+C_{44}).$$

All six axes contribute. Both cases obey the law unless their coupling happens to cancel. I restrict the formula to these two directions, where the soft mode is purely longitudinal.

**Q.** The sheets also touch along the body diagonals. Why did you omit those?

**A.** Their splitting is linear in angle. Put $\hat{\mathbf k}=(1,1,1)/\sqrt3+\delta\,\mathbf t$, with $\mathbf t$ a unit vector normal to the diagonal, so $\sum_it_i=0$. To first order, the diagonal elements of $G$ change by $2D\delta t_i/\sqrt3$ and the off-diagonal ones by $b\delta(t_i+t_j)/\sqrt3$. A matrix with all elements $t_i+t_j$ vanishes between vectors normal to the diagonal. The off-diagonal part therefore acts there as $-2b\delta\,{\rm diag}(t_i)/\sqrt3$, and the total change is

$$\frac{2\delta}{\sqrt3}(D-b)\,{\rm diag}(t_i).$$

Projected on the transverse plane, ${\rm diag}(t_i)$ has eigenvalues $\pm1/\sqrt6$, so the sheets form a cone with splitting $\tfrac{2\sqrt2}{3}|D-b|\delta$ in $\rho c^2$.

Energy conservation now selects transverse displacements $k\delta\sim q$. The area $q^2$ divided by the energy scale $q$ gives a phase-space factor of order $q$. Near a cube axis the corresponding factor is $k^2/(2kB)\propto k$. The diagonals are thus weaker by $q/k$, and their part scales as

$$q^3\int dk\,k^2\left(-\frac{\partial n}{\partial\omega}\right)\propto\omega^3T^2 .$$

The computed part within 0.3 rad of the diagonals, for $\mathbf q$ along [100], has exponents 3.00 and 1.99 at $\hbar\omega_q/k_BT=10^{-4}$.

**Q.** Your asymptotics contain several approximations. Do they survive the full integral?

**A.** The comparison uses a model cubic crystal with $\rho=2500$ kg/m³ and $C_{11},C_{12},C_{44}=160,60,80$ GPa. The third-order constants $C_{111},C_{112},C_{123},C_{144},C_{155},C_{456}$ are $-1500,-300,-100,-100,-400,-200$ GPa. The full slow-to-fast integral keeps the elastic modes at $\mathbf k$ and $\mathbf k+\mathbf q$ and solves energy conservation numerically. With $x=\hbar\omega_q/k_BT$, its ratio to the formula is:

| $x$ | [100] | [111] |
|---|---:|---:|
| $10^{-1}$ | 1.235 | 3.091 |
| $10^{-2}$ | 1.027 | 1.210 |
| $10^{-3}$ | 1.003 | 1.020 |
| $10^{-4}$ | 1.000 | 1.002 |

Both ratios tend to one. At small $x$ the excess falls roughly in proportion to $x$, as expected from an $\omega^3T^2$ correction. The [111] direction reaches its limit more slowly. I have not separated the causes of its larger correction.

**Q.** Give me an actual rate.

**A.** Take a 10 GHz phonon along [100] at 30 K. The inputs are $q=7.854\times10^6$ m⁻¹, $k_BT/\hbar=3.928\times10^{12}$ s⁻¹ and $c_T=5657$ m/s. The splitting constants are $P=-165$ GPa and $Q=-105$ GPa. The coupling is

$$w=\tfrac12(-400+100+160)=-70\ {\rm GPa},$$

and the azimuthal integrals give $J=410.3$ GPa. With $3\zeta(3)=3.606$,

$$\Gamma\simeq\frac{3.606\,(1.055\times10^{-34})(7.854\times10^6)^2(3.928\times10^{12})^3(4.103\times10^{11})}{16\pi^2(2500)^2(5657)^5}$$

in SI units, or about $102$ s⁻¹. The full integral gives $107$ s⁻¹, 4.7% above the formula. At $c_L=8000$ m/s, the energy decay length is $8000/107\simeq75$ m. This counts the slow-to-fast process between sharp phonons alone; defects, boundaries, higher-order scattering and lifetime broadening are absent, so it is not a prediction of the attenuation length in a real crystal.

For [111], the formula gives about $200$ s⁻¹. Here $x=0.016$, between table entries with corrections of 21% and a factor of three, so that figure is a leading-order estimate.

**Q.** How different is an isotropic medium at the same frequency and temperature?

**A.** Keep $\rho$, $C_{11}$ and $C_{12}$, and lower $C_{44}$ to 50 GPa, so that $C_{11}-C_{12}=2C_{44}$. The third-order constants must also be isotropic, which here changes $C_{155}$ to $-300$ GPa and $C_{456}$ to $-100$ GPa. The largest partner wave number for transverse+L→L is then $4.54q$. The total rate of the allowed processes is $0.081$ s⁻¹, about 1300 times below the cubic value. Both figures are for sharp phonons.

**Q.** There is something odd. Your coefficient must grow as the anisotropy disappears, yet you say the effect vanishes.

**A.** Both statements hold, in different orders of limits. From the definitions,

$$P=\frac{(D-b)(D+b)}D,\qquad Q=\frac{b(D-b)}D .$$

Both are proportional to $D-b=C_{11}-C_{12}-2C_{44}$. The numerator of $J$ is quadratic in them and $S^3$ is cubic, so close to isotropy, where the other factors in $P$ and $Q$ are nearly constant, $J\propto1/|D-b|$ at fixed coupling. A weaker splitting widens the region where the sheets are nearly degenerate.

However, the sheets must still separate by about $\omega_q$. If $(\Delta c/c)_{\max}$ is the largest relative splitting, this needs $k\gtrsim q/(\Delta c/c)_{\max}$, up to a factor of order one. Such phonons are thermally populated when

$$\hbar\omega_q\ll(\Delta c/c)_{\max}\,k_BT .$$

This bounds the frequency range of the $\omega^2T^3$ law from above, and the bound falls to zero in the isotropic limit. With $C_{44}=50.5$ GPa and the other cubic constants unchanged, $J$ rises to about $7.06\times10^4$ GPa. The ratio of full integral to formula is $1.3\times10^{-6}$ at $x=0.1$, 0.42 at $x=0.01$ and 1.02 at $x=10^{-3}$. At $x=0.1$ the phonons that could satisfy energy conservation are almost unpopulated.

**Q.** May I then take $\omega\to0$ in a real anisotropic crystal and keep the formula?

**A.** No. The golden rule treats the thermal phonons as sharp, which requires at least that their linewidths $\Gamma_{\rm th}$ be much smaller than $\omega_q$. At low enough frequency this fails, and the soft wave has to be treated as a slow strain acting on a relaxing phonon gas.

As a rough gauge, the isotropic medium gives an L phonon with $\hbar\omega=3k_BT$ at 30 K a rate of $4.4\times10^7$ s⁻¹. That is $7\times10^{-4}$ of the angular frequency in the example, but this does not make the slow-to-fast process dominant. Broadening replaces the delta function by a Lorentzian, whose tail $\Gamma_{\rm th}/\pi\omega_q^2$ lets every thermal phonon contribute without leaving its sheet. That part scales as $q^2T^4\Gamma_{\rm th}/\omega_q^2$, so its ratio to the $\omega^2T^3$ rate goes as $\Gamma_{\rm th}/(x\,\omega_q)$, about 0.04 here before numerical factors. Those factors are large for nearly collinear L phonons. Their mismatch is only the small dispersive one, and their vertex $C_{111}+3C_{11}=-1020$ GPa is about 15 times $w$, a factor above 200 in the square. In the example this broadened contribution can therefore exceed $107$ s⁻¹, and the formula gives one channel of the decay, not the total.

At the upper end, the temperature must be low enough for thermal phonons to follow elastic dispersion. Once they approach the zone boundary, neither the speeds nor the vertex used here can be relied on, and the $T^3$ law loses its basis.

## Computed values

```
density 2500 kg/m^3; temperature 30 K
cubic C11 C12 C44 (GPa): [160.  60.  80.]
cubic C111 C112 C123 C144 C155 C456 (GPa): [-1500.  -300.  -100.  -100.  -400.  -200.]
isotropic C11 C12 C44 (GPa): [160.  60.  50.]
isotropic third-order, same order (GPa): [-1500.  -300.  -100.  -100.  -300.  -100.]
vertex test: differences 7462.991, tensor 7462.215 GPa
cubic cL[100] 8000.0 m/s, cL[111] 8944.3 m/s
cubic cT on <100> 5656.9 m/s
splitting constants P -165.00 GPa, Q -105.00 GPa
splitting at 0.01 rad, azimuth 0.3 rad: exact 0.52496 m/s
  same splitting from formula 0.52512 m/s
thermal integral 7.212341; 6 zeta(3) 7.212341
coupling w for [100] -70.00 GPa
coupling Wxy for [111] -80.00 GPa
axis sum J [100] 410.258 GPa
axis sum J [111] 1006.146 GPa
max transverse v.q/cL: [100] 0.7144, [111] 0.5477
min (L - fast T speed)/cL[100] 0.2929
full integral / formula at x = hbar omega/(kB T):
  x 1e-01: [100] 1.23460, [111] 3.09083
  x 1e-02: [100] 1.02703, [111] 1.20988
  x 1e-03: [100] 1.00323, [111] 1.01994
  x 1e-04: [100] 1.00028, [111] 1.00202
[100] exponents at x=1e-4: omega 2.0007, T 2.9997
near-<111> part exponents: omega 3.0036, T 1.9926
nearly isotropic crystal, C44 50.5 GPa, full/formula:
  x 1e-01: 1.272e-06
  x 1e-02: 4.157e-01
  x 1e-03: 1.020e+00
  x 1e-05: 9.992e-01
its axis sum J [100] 70591.21 GPa
isotropic cL 8000.0 m/s, cT 4472.1 m/s
isotropic largest k/q for T+L->L 4.5353
isotropic exponents at x=1e-3: omega 4.0000, T 1.0000
example frequency 10 GHz, omega 6.2832e+10 rad/s
example x 0.01600; kB T/hbar 3.9276e+12 rad/s
example q 7.8540e+06 1/m
[100] rate: formula 1.0199e+02 1/s, full integral 1.0677e+02 1/s
[100] full/formula 1.0468
[100] energy decay length, full integral 7.4930e+01 m
[111] rate from formula 2.0011e+02 1/s
isotropic medium rate, same omega and T 8.1385e-02 1/s
isotropic L rate at hbar omega = 3 kB T 4.4456e+07 1/s
  that rate / example omega 7.075e-04
```
